# Energy linearization as Hermite interpolation and its eigenvalue error

**Q.** An augmented basis holds, inside an atomic sphere, a radial solution at one energy, its energy derivative, and perhaps a solution at another energy. I see a list of functions chosen by habit. Why should it have a common theory?

**A.** Because all of them come from one function of two variables. Let $u(r,E)$ be the regular solution, in Hartree atomic units, of

$$-\tfrac12u''+V_{\rm eff}\,u=E\,u,\qquad V_{\rm eff}=V(r)+\frac{l(l+1)}{2r^2},$$

with a fixed spherical potential $V$ and the energy-independent start $u\to r^{l+1}$ at the origin. The basis functions are values and derivatives of $E\mapsto u(r,E)$ at chosen energies. Combining them to imitate $u(r,\varepsilon)$ at another energy is interpolation in $E$, performed at every $r$ with the same coefficients.

**Q.** Interpolation is useful only for smooth functions. A radial solution gains nodes as the energy rises. Is it smooth in $E$?

**A.** It is entire in $E$. Write $u=r^{l+1}g$ and turn the differential equation into an integral equation with the solutions $r^{l+1}$ and $r^{-l}$ of the free zero-energy problem:

$$g(r)=1+\frac{2}{2l+1}\int_0^r r'\Big[1-\big(r'/r\big)^{2l+1}\Big]\,[V(r')-E]\,g(r')\,dr'.$$

The bracket lies between 0 and 1. Iterating from $g=1$ gives terms that are polynomials in $E$, and the $n$th is bounded by

$$\frac1{n!}\left[\frac{2}{2l+1}\int_0^r r'\,|V(r')-E|\,dr'\right]^n .$$

If $\int_0^R r|V|\,dr$ is finite, as for a Coulomb singularity, the series converges uniformly for bounded complex $E$, so its sum is entire. Nodes move smoothly through the sphere.

Differentiating $(H-E)u=0$ with respect to $E$ gives $(H-E)\dot u=u$, an inhomogeneous radial equation for $\dot u$.

**Q.** In practice $u$ is normalized in the sphere, which changes $\dot u$. Does that spoil the argument?

**A.** No. With $\tilde u=N(E)u$ and $N\neq0$ smooth, $\dot{\tilde u}=\dot N u+N\dot u$. The pair $\tilde u,\dot{\tilde u}$ spans the same space as $u,\dot u$. The same holds for higher derivatives, provided that all lower ones are present.

**Q.** Then take $u(E_1)$, $\dot u(E_1)$ and $u(E_2)$. Which combination imitates $u(\varepsilon)$, and what is left over?

**A.** Suppress $r$, and define the divided difference

$$u[E_1,E_1,E_2]=\frac{1}{E_2-E_1}\left[\frac{u(E_2)-u(E_1)}{E_2-E_1}-\dot u(E_1)\right].$$

The Hermite interpolant is

$$P(\varepsilon)=u(E_1)+(\varepsilon-E_1)\dot u(E_1)+(\varepsilon-E_1)^2u[E_1,E_1,E_2].$$

At $E_1$ it has the right value and slope. At $E_2$ the last term equals $u(E_2)-u(E_1)-(E_2-E_1)\dot u(E_1)$, which cancels the first two and leaves $u(E_2)$. Hence $u-P$, an entire function of $\varepsilon$, has a double zero at $E_1$ and a zero at $E_2$. Dividing these out gives

$$u(\varepsilon)-P(\varepsilon)=w(\varepsilon)\,q(\varepsilon),\qquad w=(\varepsilon-E_1)^2(\varepsilon-E_2),$$

where $q=u[E_1,E_1,E_2,\varepsilon]$ is the next divided difference and stays finite at the nodes.

**Q.** You have defined $q$ as whatever makes the equation true. Can it be found without $P$?

**A.** Yes, by a contour enclosing $E_1$, $E_2$ and $\varepsilon$:

$$q(\varepsilon)=\frac1{2\pi i}\oint\frac{u(z)}{w(z)(z-\varepsilon)}\,dz .$$

To see this, put $u=P+wq$ in the integrand. The $P$ part has a numerator of degree at most 2 and a denominator of degree 4, so it falls at least as $z^{-2}$ and integrates to zero on a contour moved to infinity. The rest is Cauchy's formula for $q$.

The size of $q$ follows from Rolle's theorem. At fixed $r$ and real energies, the function $G(x)=u(x)-P(x)-w(x)q(\varepsilon)$ has four zeros, counting $E_1$ twice. Its third derivative therefore vanishes at some $\xi$ between the extreme points. Since $P'''=0$ and $w'''=6$,

$$q(r,\varepsilon)=\frac16\,\frac{\partial^3u}{\partial E^3}(r,\xi).$$

The point $\xi$ depends on $r$; no single energy need serve the whole sphere.

**Q.** Show me numbers.

**A.** Take a model with $V=-2/r$, $l=0$, $R=2$ bohr, $E_1=0.5$ and $E_2=-2$ hartree. At $\varepsilon=0.9$ hartree,

$$w=(0.4)^2(2.9)=0.464\ \text{hartree}^3 .$$

At the surface, $u=-0.11058$ and $P=-0.09814$ bohr, so $u-P=-0.01244$ bohr. The contour integral gives $q=-0.02681$ bohr/hartree³, and $wq=0.464\times(-0.02681)=-0.01244$ bohr. The sampled values of $\frac16\partial_E^3u$ between the extreme energies run from $-0.080$ to $-0.013$ in the same unit and enclose $q$. The interpolant thus misses the surface amplitude by 11% of its exact value.

**Q.** An 11% miss is not small. Why should the eigenvalue be any good?

**A.** Because the energy is stationary. First let the surroundings act on the sphere through the logarithmic derivative $D=u'(R)/u(R)$ of the exact state at $\varepsilon$, and keep $D$ fixed in the variational problem. Multiply the radial equation of $u_\varepsilon$ by any regular $v$ and integrate by parts. The origin contributes nothing, and the surface gives $-\tfrac12u_\varepsilon'(R)v(R)=-\tfrac12D\,u_\varepsilon(R)v(R)$. With

$$a(f,v)=\int_0^R\!\big(\tfrac12f'v'+V_{\rm eff}fv\big)dr-\tfrac12D f(R)v(R),\qquad b(f,v)=\int_0^R\!fv\,dr,$$

and $A=a-\varepsilon b$, the result is $A(u_\varepsilon,v)=0$ for every $v$. Now insert $P=u_\varepsilon-wq$:

$$A(P,P)=A(u_\varepsilon,u_\varepsilon)-2wA(u_\varepsilon,q)+w^2A(q,q)=w^2A(q,q).$$

Dividing by $b(P,P)$ gives the energy error of the interpolant alone,

$$\frac{a(P,P)}{b(P,P)}-\varepsilon=w^2\,\frac{A(q,q)}{b(P,P)} ,$$

with no term dropped. For the example it is $7.7\times10^{-3}$ hartree.

**Q.** A calculation doesn't use $P$. It diagonalizes in the three functions, and the coefficients relax. Could that change the power?

**A.** It changes the factor and, in general, not the power. Use $P$ and two further functions $\varphi_1,\varphi_2$ as a basis of the same span. Near $E_1$ these may be $\dot u(E_1)$ and $u(E_2)$; near $E_2$, $u(E_1)$ and $\dot u(E_1)$. Because $A(u_\varepsilon,\varphi_i)=0$,

$$A(P,\varphi_i)=-w\,g_i,\qquad g_i=A(q,\varphi_i).$$

Write the Ritz eigenvalue as $\varepsilon+\delta$, its eigenfunction as $P+\sum_jc_j\varphi_j$, and set $F_{ij}=A(\varphi_i,\varphi_j)$. The secular equations are

$$w^2A(q,q)-\delta\,b(P,P)-\sum_j\big[wg_j+\delta\,b(P,\varphi_j)\big]c_j=0,$$

$$-wg_i-\delta\,b(\varphi_i,P)+\sum_j\big[F_{ij}-\delta\,b(\varphi_i,\varphi_j)\big]c_j=0 .$$

Suppose that $F$ is invertible. At $w=0$ there is the solution $\delta=0$, $c=0$, and it continues smoothly to small $w$. The second equation gives $c=O(w)+O(\delta)$. Put into the first, this gives $\delta=O(w^2)$, and then the second reads $c=wF^{-1}g+O(w^2)$. Substituting once more,

$$\delta=w^2K+O(w^3),\qquad K=\frac{A(q,q)-g^{T}F^{-1}g}{b(P,P)} .$$

Therefore, to leading order,

$$\delta\simeq K(\varepsilon)\,(\varepsilon-E_1)^4(\varepsilon-E_2)^2 .$$

In the example at $0.9$ hartree the relaxation lowers the error from $7.7\times10^{-3}$ to $1.95\times10^{-4}$ hartree, or 5.3 meV, relative to the exact level of the same model.

**Q.** So "proportional" hides a function $K(\varepsilon)$. If it varies wildly, the powers mean little.

**A.** That is a fair restriction: $K$ is not a constant. Here it is tame. At $0.7$ hartree, $w=(0.2)^2(2.7)=0.108$, so

$$\frac{\delta}{w^2}=\frac{1.143\times10^{-5}}{0.01166}=9.8\times10^{-4}\ \text{hartree}^{-5}.$$

At $0.9$ hartree the same quotient is $1.951\times10^{-4}/0.2153=9.1\times10^{-4}$, and $K$ close to $E_1$ is $1.07\times10^{-3}$. The error grows 17-fold between the two energies, while $w^2$ grows 18-fold. With $\varphi_1,\varphi_2=\dot u(E_1),u(E_2)$, the predicted $w^2K$ at $0.9$ hartree is $1.98\times10^{-4}$ hartree, 1.5% above the Ritz error, which is the effect of the higher terms. At a node $K$ does not depend on the choice of $\varphi_1,\varphi_2$, because $A(P,\cdot)=0$ there. Away from a node it does, and the higher terms make up the difference.

The formula fails when $F$ is singular, that is, when $\varphi_1,\varphi_2$ alone have a Ritz level at $\varepsilon$. If this happens at a node, where $w=0$ and $P$ is exact, $\varepsilon$ is a double Ritz level of the whole set, and near it the two levels must be treated together. Away from a node a singular $F$ may reflect only the choice of $\varphi_1,\varphi_2$, with no two levels of the whole set close together. If $K$ passes through zero while $F$ is invertible, no higher order is left over: $\delta=0$ and $c=wF^{-1}g$ then solve both secular equations exactly, since the second reads $-wg+Fc=0$ and the first reads $w^2K\,b(P,P)=0$. At that energy $\varepsilon$ is itself a Ritz level and the error vanishes.

**Q.** What about the other node?

**A.** There the error is quadratic, since $E_2$ carries no derivative. Changing $D$ moves the lower level through $E_2$. At $\varepsilon=-2.02$ hartree,

$$w=(2.52)^2(-0.02)=-0.127\ \text{hartree}^3,\qquad \frac{\delta}{w^2}=\frac{1.10\times10^{-4}}{0.0161}=6.8\times10^{-3}\ \text{hartree}^{-5},$$

close to $K=7.0\times10^{-3}$ at the node. A displacement of only $0.02$ hartree costs $1.1\times10^{-4}$ hartree. The upper level may move ten times as far, to $0.3$ or $0.7$ hartree, for about a tenth of that error. If the lower band is wide, adding $\dot u(E_2)$ makes the order there 4.

**Q.** Is that last statement a separate derivation?

**A.** No. For energies $E_i$ with $m_i$ functions $u,\dot u,\dots$ at each, let $N=\sum_im_i$ and

$$w(\varepsilon)=\prod_i(\varepsilon-E_i)^{m_i}.$$

The interpolant has degree $N-1$ in $\varepsilon$, the remainder is $wq$ with $q=\partial_E^Nu(\xi)/N!$, and the variational steps are unchanged. The eigenvalue error has order $2m_i$ at $E_i$, provided that $F$ is invertible and $K$ is nonzero there. A singular $F$ can lower the order. For $u,\dot u$ the matrix $F=A(\dot u,\dot u)$ is one number; if it vanishes linearly at the node, the error goes as $w^2/(\varepsilon-E_1)$, of order 3. In this model that happens for $E_1=-0.938$ hartree. Orders measured from the Ritz errors at two small distances from a node, one twice the other, are 2.000 for $u$, 4.000 for $u,\dot u$, and 6.000 for $u,\dot u,\ddot u$. The mixed set gives 4.000 at $E_1$ and 2.000 at $E_2$.

The limit $E_2\to E_1$ connects the last two sets. Expanding $u(E_2)$ about $E_1$ in the divided difference gives $u[E_1,E_1,E_2]\to\frac12\ddot u(E_1)$. Then $P$ becomes the Taylor polynomial and $w^2$ becomes $(\varepsilon-E_1)^6$.

**Q.** Then each added function should improve the upper level. Does it?

**A.** Not in this example. At $0.9$ hartree the errors are $3.4\times10^{-6}$ hartree for $\{u,\dot u\}$ and $1.95\times10^{-4}$ hartree after $u(E_2)$ is added. An order tells how an error vanishes at a node; it doesn't rank different sets at a finite distance, because each has its own $K$.

The direction of the change follows from min-max. When one function is added to a space of two, the Ritz levels interlace:

$$\lambda_1^{(3)}\le\lambda_1^{(2)}\le\lambda_2^{(3)} .$$

With $\{u,\dot u\}$ the upper state is represented by the first Ritz level; with $u(E_2)$ present, by the second. The latter can't lie below the former.

The two-function error also changes sign, from $-9\times10^{-7}$ hartree at $0.7$ to $+3.4\times10^{-6}$ hartree at $0.9$, so its smallness there is partly accidental.

**Q.** Negative errors in a variational calculation?

**A.** Min-max bounds the $n$th Ritz level from below by the $n$th exact level, and by no higher one. The first level of $\{u,\dot u\}$ is bounded by the lower exact state, near $-2$ hartree, although it approximates the upper one. It may therefore approach the upper state from either side. The mixed set contains a good approximation to both states, so the indices agree and its errors are positive at all eight sampled energies.

This is what $u(E_2)$ buys. For an exact lower level at $-2.02$ hartree, the lowest Ritz level of $\{u,\dot u\}$ lies at $+0.31$ hartree: the lower state is simply absent. With $u(E_2)$ it is found to $1.1\times10^{-4}$ hartree.

**Q.** And $\ddot u$?

**A.** It does well close to $E_1$, but at $0.1$ hartree its error is $-2.0\times10^{-4}$ hartree, larger in size than that of $\{u,\dot u\}$, $-7.0\times10^{-5}$. Its quotient $\delta/w^2$ rises from $0.007$ at $0.7$ to $0.028$ at $0.3$, and is $-0.050$ hartree$^{-5}$ at $0.1$. The change of sign goes with a change of index. At $0.1$ hartree the error is negative, so by min-max the level that represents the upper state is the first Ritz level of this set. At $0.3$ hartree it lies above the first level of $\{u,\dot u\}$ (errors $+1.8\times10^{-6}$ and $-3.2\times10^{-6}$ hartree), so by interlacing it cannot be the first, and it is the second. As $\varepsilon$ rises from $0.1$ to $0.3$ hartree, another Ritz level of the set therefore passes from above the represented level to below it. Where the two exchange roles, they must be treated together and the single-level formula does not apply.

**Q.** My main objection remains. A real basis function must join a function outside the sphere. The interpolant has the wrong value at $R$, by your own 11%.

**A.** The mismatch is $-wq(R)$, so the outside function needs a correction proportional to $w$ as well. Let $\psi$ be the exact state in all space, scaled to equal $u_\varepsilon$ inside. Take

$$v=\psi-wQ,\qquad Q=\begin{cases}q,&r<R\\ \eta,&r>R\end{cases}$$

where $\eta$ is a smooth outside function that satisfies the outer boundary conditions and continues $q$ at $R$. For LAPW-type matching it continues value and slope; for APW+lo-type matching, the value alone. A complete outside basis can represent both $\psi$ and $\eta$.

Let $A$ now denote the form over all space, with the kinetic energy written as $\frac12|\nabla v|^2$. The exact state obeys $A(\psi,f)=0$ for every admissible continuous $f$, even one with a kink, because $\psi$ itself has a continuous slope and its surface terms from the two sides cancel. Hence $A(v,v)=w^2A(Q,Q)$, and the elimination proceeds as before with a larger set of $\varphi$'s. The gradient form matters: $-\frac12v\nabla^2v$ integrated separately in the two regions would omit the energy of the kink.

For the same potential with a hard wall at 4 bohr, the second exact $s$ level is $-0.33895$ hartree. Both kinds of matching give measured orders of 4.00 and 2.00. With $E_1=0$ and $E_2=-2$ hartree and outside polynomials up to degree 17, the errors are $1.85\times10^{-5}$ hartree for value and slope and $1.77\times10^{-5}$ hartree for value alone. The difference comes from the finite outside basis: a complete one can change the slope within a thin layer at $R$ at vanishing cost in energy, so the first number tends to the second as the basis grows.

**Q.** Does the product law hold as it stands in a crystal?

**A.** It does if the potential inside the sphere is the spherical $V$ that generates $u$, so that the channel of the exact state is proportional to $u_\varepsilon$ there, and if a single channel, one $l$ in one sphere, is linearized while everything else is complete. A non-spherical part of the potential couples the channels, and the error then need not vanish at the nodes. With several channels the trial function is $\psi-\sum_Lw_LQ_L$, where each $Q_L$ includes the amplitude of its channel in $\psi$. Then

$$A(v,v)=\sum_{L,L'}w_Lw_{L'}A(Q_L,Q_{L'}).$$

The outside parts of different $Q_L$ overlap, so this unrelaxed expression has cross terms. With a complete outside basis the relaxation removes them at leading order. Inside, write each channel as the exact solution with the same surface value plus a part of order $w_L$ that vanishes at $R$. The mixed term of the form is then zero, so the channel contributes its exact surface term plus an error of order $w_L^2$, and the eigenvalue responds linearly to these errors. Barring singular cases, the leading error is a sum $\sum_LK_Lw_L^2$ rather than one product. Errors from a finite plane-wave cutoff or from a change of potential come in addition.

The squaring also belongs to the eigenvalue. The density of the interpolant is $(u_\varepsilon-wq)^2=u_\varepsilon^2-2wu_\varepsilon q+w^2q^2$, with an error of first order in $w$, and the relaxation coefficients $c_j$ are of first order too. The density error therefore falls only as the square root of the eigenvalue error, and a small eigenvalue error does not imply an equally small error in the density. The errors at all sampled energies are in the numerical output below.

## Values computed for the example and the checks

```
model: V=-Z/r, l=0, Z = 2, R = 2.0 bohr
nodes: E1 = 0.50, E2 = -2.00 hartree
at r=R, e = 0.90 hartree (u in bohr):
  u(R,e) = -0.11058019   P(R,e) = -0.09813998
  u-P = -1.244021e-02   w = 0.464000 hartree^3
  q(R) = -2.681081e-02 bohr/hartree^3 (contour)
  range of u'''(E)/6 at R: -8.0411e-02 to -1.2716e-02
  Rayleigh error of P alone = 7.746264e-03 hartree
measured order of the eigenvalue error near a node:
  u(E1)                near  0.50: 2.0001
  u,udot(E1)           near  0.50: 3.9996
  u,udot,uddot(E1)     near  0.50: 5.9996
  u,udot(E1),u(E2)     near  0.50: 4.0001
  u,udot(E1),u(E2)     near -2.00: 2.0000
  u,udot at E1 and E2  near -2.00: 3.9999
K near  0.50 = 1.065689e-03 hartree^-5, error/(w^2 K) = 1.0000000
K near -2.00 = 7.004242e-03 hartree^-5, error/(w^2 K) = 0.9999962
upper range, errors in hartree (D in 1/bohr):
   e      D        {u,ud}      {u,ud,udd}   {u,ud,u2}    w^2 K
 0.10  -0.3702  -7.0448e-05  -2.0451e-04   1.4597e-04   1.4838e-04
 0.30  -0.7710  -3.2229e-06   1.7770e-06   9.8862e-06   9.9279e-06
 0.70  -1.9469  -9.2394e-07   4.2871e-07   1.1429e-05   1.1476e-05
 0.90  -2.9126   3.4480e-06   1.9850e-05   1.9511e-04   1.9803e-04
lower range, errors in hartree:
   e      D        {u,ud,u2}    w^2 K
-2.06  -0.0302   9.9244e-04   9.7599e-04
-2.02  -0.7899   1.0997e-04   1.0921e-04
-1.98  -2.8052   1.0863e-04   1.0956e-04
-1.95 -10.4900   6.6797e-04   6.8440e-04
lowest level from {u,ud} alone, exact -2.02: 0.30846 hartree
levels for e = 0.90, exact: -1.978871 0.900000 5.579591 hartree
  Ritz {u,ud,u2}: -1.978750 0.900195 12.993300 hartree
  Ritz {u,ud}: 0.900003 10.960544 hartree
error at e = 0.90 with {u,ud,u2}: 5.30917 meV
hard wall at 4.0 bohr: exact level e = -0.33895489 hartree
  matching value and slope: orders 3.999 (E1), 1.997 (E2)
    error with E1 = 0, E2 = -2: 1.8464e-05 hartree
  matching value only: orders 3.999 (E1), 1.998 (E2)
    error with E1 = 0, E2 = -2: 1.7741e-05 hartree
```
